# Inverse-square field dependence of roughness-limited mobility: two derivations

## What a gate sweep hides

Raise the gate voltage of the model inversion layer computed below and its roughness-limited mobility falls. It does so with logarithmic slope $-2.5$ against effective field over the first part of the sweep and $-1.9$ over the second, although the interface never changes. Someone who took either slope as the law of roughness scattering would extrapolate wrongly and might infer a change of interface quality that did not occur. The sweep changes three things together: the force pressing electrons against the interface, their in-plane momentum, and their screening. The force alone contributes an inverse square. To separate it from the rest, one must know where it enters and what has to be held fixed.

## The layer and its effective field

Atomic units are used in the algebra, with $e=1$ and electron potential energies throughout, so a force and a field magnitude are the same number. The semiconductor occupies $z>\Delta(\mathbf r)$, where $\mathbf r$ lies in the plane and $\Delta$ has zero mean. A barrier of height $V_0$ occupies $z<\Delta$. The normal mass $m_z$ and dielectric constant $\kappa$ are equal on both sides, which removes image forces. Electrons of sheet density $N_s$ fill only the lowest subband at zero temperature. Its in-plane mass $m$ is isotropic, and its degeneracy $g$ counts spins and valleys.

For the flat interface let $\psi(z)$ be the real, normalized subband function and $V(z)$ the smooth Hartree potential, without the barrier step. A fixed sheet charge $N_{\rm depl}$ lies far behind the electrons. Gauss's law gives the slope at $z$ from all the charge behind it:
$$V'(z)=\frac{4\pi}{\kappa}\left[N_{\rm depl}+N_sP(z)\right],\qquad P(z)=\int_z^\infty\psi^2(z')\,dz'.$$
The effective field is the average of this force over the electrons. Since $P'=-\psi^2$,
$$\int\psi^2P\,dz=-\int P'P\,dz=\tfrac12\left[P^2(-\infty)-P^2(\infty)\right]=\tfrac12,$$
and therefore
$$F\equiv\langle V'\rangle=\frac{4\pi}{\kappa}\left(N_{\rm depl}+\frac{N_s}{2}\right).$$
The half expresses that an average electron has half of the others behind it. This requires that the density being averaged is also the density producing the field.

## Roughness spectrum and screening

In an area $A$, define $\Delta_{\mathbf q}=A^{-1}\int\Delta\,e^{-i\mathbf q\cdot\mathbf r}d^2r$. Then $\langle|\Delta_{\mathbf q}|^2\rangle=S(q)/A$, where $S$ is the Fourier transform of the height correlation $C(r)$. For $C=\Delta_{\rm rms}^2e^{-r/L}$, start from $\int_0^\infty J_0(qr)e^{-ar}dr=(a^2+q^2)^{-1/2}$. Applying $-d/da$ supplies the factor $r$ needed in the plane, and setting $a=1/L$ gives
$$S(q)=2\pi\Delta_{\rm rms}^2\frac{a}{(a^2+q^2)^{3/2}}=\frac{2\pi\Delta_{\rm rms}^2L^2}{(1+q^2L^2)^{3/2}}.$$

Suppose roughness creates a bare potential energy $U^0_{\mathbf q}$ within the subband. The electron density responds as $\delta N_{\mathbf q}=-\Pi U_{\mathbf q}$, where $U$ is the total potential. A density wave $\delta N_{\mathbf q}\psi^2(z)$ obeys $\phi''-q^2\phi=-4\pi\,\delta N_{\mathbf q}\psi^2/\kappa$, whose Green function is $2\pi e^{-q|z-z'|}/(\kappa q)$. Averaged over the subband, its potential is $v_q\delta N_{\mathbf q}$ with
$$v_q=\frac{2\pi}{\kappa q}H(q),\qquad H(q)=\iint\psi^2(z)\psi^2(z')e^{-q|z-z'|}dz\,dz'.$$
Thus $U=U^0-v_q\Pi U$, or $U=U^0/\epsilon$ with $\epsilon=1+v_q\Pi$.

Linear response for free in-plane motion, $E_k=k^2/2m$, gives
$$\Pi=g\int\frac{d^2k}{(2\pi)^2}\frac{2f_k}{E_{\mathbf k+\mathbf q}-E_k}=\frac{gm}{\pi^2q}\int_0^{k_F}k\,dk\int_0^{2\pi}\frac{d\varphi}{q+2k\cos\varphi},$$
as a principal value. With $t=\tan(\varphi/2)$ the angular integral becomes $\int 2\,dt/[(q+2k)+(q-2k)t^2]$. It equals $2\pi/\sqrt{q^2-4k^2}$ for $2k<q$. For $2k>q$ it has the form $\int dt/(c^2-t^2)$, whose principal value over the whole line is zero. If $q\le2k_F$, the radial integral therefore stops at $q/2$:
$$\Pi=\frac{gm}{\pi^2q}\,2\pi\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2-4k^2}}=\frac{gm}{\pi^2q}\,2\pi\,\frac q4=\frac{gm}{2\pi}.$$
Hence
$$\epsilon(q)=1+\frac{q_s}{q}H(q),\qquad q_s=\frac{gm}{\kappa},\qquad q\le2k_F.$$
Elastic scattering on the Fermi circle needs no larger $q$. Polarization that mixes subbands is neglected.

## First derivation: a displaced step and the Boltzmann equation

Displacing the step from $0$ to $\Delta$ changes the potential by $V_0[\theta(\Delta-z)-\theta(-z)]$. To first order in height this is $V_0\Delta(\mathbf r)\delta(z)$, so
$$U^0_{\mathbf q}=V_0\psi^2(0)\,\Delta_{\mathbf q}.$$
The prefactor follows from force balance. In a bound eigenstate the expectation value of $[d/dz,H_z]$ vanishes, where $H_z$ is the normal Hamiltonian. The kinetic term commutes with $d/dz$, and the derivative of the total potential $V+V_0\theta(-z)$ is $V'-V_0\delta(z)$. Thus
$$V_0\psi^2(0)=\langle V'\rangle=F.$$
The barrier pushes back as hard as the smooth field pushes in. This also shows why the limit $V_0\to\infty$ is harmless. There $\psi'(0)=\sqrt{2m_zV_0}\,\psi(0)$ from matching to the decaying exponential, so the coupling tends to the finite value $\psi'^2(0)/2m_z$.

The screened matrix element squared, averaged over roughness, is $F^2S(q)/[A\epsilon^2(q)]$. By the golden rule, the rate into an angular interval $d\theta$ on the energy shell is
$$w(\theta)d\theta=2\pi\frac{F^2S}{\epsilon^2}\frac{d\theta}{(2\pi)^2}\int k'dk'\,\delta(E_{k'}-E_k)=\frac{mF^2}{2\pi}\frac{S(q)}{\epsilon^2(q)}d\theta,$$
because the radial integral equals $m$. Here $q=2k_F\sin(\theta/2)$.

Let a weak uniform force $K$ act along $x$, and write the distribution as $f_0+f_1$. In the steady state the linearized Boltzmann equation is
$$K\frac{\partial f_0}{\partial k_x}=\int d\theta\,w(\theta)\left[f_1(\mathbf k')-f_1(\mathbf k)\right].$$
At zero temperature the left side is $-Kv_x\delta(E_k-E_F)$. Try $f_1=K\tau v_x\delta(E_k-E_F)$. Rotation through $\theta$ changes $v_x$ into $v_x\cos\theta$ plus a term odd in $\theta$, which integrates to zero. The right side is then $-K\tau v_x\delta(E_k-E_F)\int w(1-\cos\theta)d\theta$, and the equation is satisfied if
$$\frac1\tau=\frac{mF^2J}{2\pi},\qquad J=\int_0^{2\pi}(1-\cos\theta)\frac{S(q)}{\epsilon^2(q)}d\theta.$$
The drift velocity is
$$u=\frac g{N_s}\int\frac{d^2k}{(2\pi)^2}v_xf_1=\frac{K\tau}{N_s}\,\frac{gm}{2\pi}\,\frac{k_F^2}{2m^2}=\frac{K\tau}{m},$$
where $N_s=gk_F^2/4\pi$ was used. Since $\mu=u/K$,
$$\boxed{\mu=\frac{2\pi}{m^2F^2J}}$$
For fixed $k_F$, $S(q)$ and $\epsilon(q)$, the integral $J$ is constant and $\mu\propto F^{-2}$. One power of $F$ comes from the amplitude for scattering, and squaring the amplitude gives the second.

## Second derivation: an energy landscape and its friction

Now suppose the interface height varies slowly along the plane. At each point an electron occupies the local subband, whose energy depends on the local barrier position $a$. In
$$H_z(a)=-\frac1{2m_z}\frac{d^2}{dz^2}+V_0\theta(a-z)+V(z)$$
put $z=z'+a$. The barrier returns to the origin and the smooth potential becomes $V(z'+a)$. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian, so at $a=0$
$$\frac{dE_0}{da}=\langle V'\rangle=F,\qquad U^0(\mathbf r)=F\Delta(\mathbf r).$$
Moving the barrier inward lifts electrons up the potential slope. No matrix element of the step is needed.

The resistance can be found from dissipation. Let the electron gas drift at small velocity $u$ along $x$. In its own frame the electrons are in their ground state and the landscape moves past with velocity $-u$. Its component $\mathbf q$ oscillates at frequency $\omega=-q_xu$ and excites electrons from $\mathbf k$ to $\mathbf k+\mathbf q$ with energy gain $\omega$. Pairing $\mathbf q$ with $-\mathbf q$ combines excitation with its reverse and replaces $f_k(1-f_{\mathbf k+\mathbf q})$ by half of $f_k-f_{\mathbf k+\mathbf q}$. The absorbed power per area is
$$p=\int\frac{d^2q}{(2\pi)^2}\frac{F^2S}{\epsilon^2}\,\pi\omega\,g\int\frac{d^2k}{(2\pi)^2}(f_k-f_{\mathbf k+\mathbf q})\,\delta(E_{\mathbf k+\mathbf q}-E_k-\omega).$$
For small $\omega$, $f_k-f_{\mathbf k+\mathbf q}\simeq\omega\,\delta(E_k-E_F)$. The power is then second order in $u$, and static screening suffices. What remains is
$$\Gamma(q)=\pi g\int\frac{d^2k}{(2\pi)^2}\delta(E_k-E_F)\,\delta\!\left(\frac{q^2+2kq\cos\varphi}{2m}\right).$$
The radial integral gives $m$. The second delta function has two zeros, at $\cos\varphi=-q/2k_F$, each contributing $m/(k_Fq|\sin\varphi|)$. Therefore
$$\Gamma(q)=\frac{gm^2}{2\pi k_Fq\sqrt{1-q^2/4k_F^2}},\qquad q<2k_F,$$
and $\Gamma=0$ beyond $2k_F$.

Averaging $\omega^2=q_x^2u^2$ over directions of $\mathbf q$ gives $q^2u^2/2$, so
$$p=\frac{u^2}{4\pi}\int_0^{2k_F}q^3\frac{F^2S}{\epsilon^2}\Gamma(q)\,dq.$$
In a steady current this power equals the work done against friction. The friction force per area is $N_smu/\tau$, hence $p=N_smu^2/\tau$. With $N_s=gk_F^2/4\pi$,
$$\frac1\tau=\frac{mF^2}{2\pi k_F^3}\int_0^{2k_F}\frac{q^2}{\sqrt{1-q^2/4k_F^2}}\frac{S}{\epsilon^2}dq.$$
Finally set $q=2k_F\sin(\theta/2)$. Then $dq=k_F\cos(\theta/2)d\theta$ cancels the square root, and $q^2=2k_F^2(1-\cos\theta)$. The integral becomes $2k_F^3\int_0^\pi(1-\cos\theta)(S/\epsilon^2)d\theta=k_F^3J$. This is the previous $1/\tau$, and the boxed mobility follows again.

## What each derivation assumes

Both use linear coupling to height, weak scattering and one occupied subband. They differ in two places.

The first allows rapid lateral variation at first order, but its expansion of the step requires heights small compared with the distance over which $\psi$ changes near the barrier. The second allows heights comparable with that distance, provided that the subband energy remains linear in $a$, but requires the roughness to vary slowly enough for the local subband to be followed.

The difference matters numerically. In the reference layer, with a 3 eV barrier, the decay length of $\psi$ in the barrier is $\ell=1.22$ Å, while $\Delta_{\rm rms}=2$ Å. The linear energy is $F\Delta_{\rm rms}=0.0181$ eV, whereas the matrix element of the full displaced step is 0.0609 eV, 3.4 times larger. Near the interface $\psi\simeq\psi(0)(1+z/\ell)$. The mean of $(1+z/\ell)^2$ over 2 Å is 3.5, slightly above the computed ratio, so the growth of $\psi$ away from the barrier explains the excess. Yet moving the whole barrier by 2 Å at frozen $V$ changes the subband energy by 0.0174 eV inward and $-0.0188$ eV outward, each within 4% of the linear value in magnitude. For uniform inward displacement, higher orders in the full step thus cancel the excess of its first-order term, and slightly more.

The remaining curvature is negative for a definite reason:
$$\frac{d^2E_0}{da^2}=\langle V''\rangle-2\sum_{n>0}\frac{|\langle n|V'|0\rangle|^2}{E_n-E_0}.$$
Here $V''=-4\pi N_s\psi^2/\kappa\le0$, and the second term cannot be positive for the lowest state.

The height exceeds $\ell$ in this example, and $\ell\to0$ for a hard wall, so the expansion of the step does not by itself justify the linear coupling. The shift used in the second derivation shows what does. Put $z=z'+\Delta(\mathbf r)$ for an arbitrary profile. The barrier becomes flat, the potential becomes $V(z'+\Delta)$, and the in-plane momentum becomes $\mathbf p-p_z\nabla\Delta$. To first order in height the perturbation is $V'\Delta-(\mathbf p\cdot\nabla\Delta+\nabla\Delta\cdot\mathbf p)p_z/2m$. The second term has no element within the subband, because $\langle0|p_z|0\rangle=0$ for a real bound state. The coupling is therefore $F\Delta_{\mathbf q}$ at any $q$, without the condition $\Delta\ll\ell$. The corrections are of second order in height and slope: $V''\Delta^2/2$, $(\nabla\Delta)^2p_z^2/2m$, and mixing with higher subbands. Their size is computed here only for uniform displacement. The exponential correlation needs care on this point, since $S\propto q^{-3}$ makes the mean-square slope grow without bound with the short-wavelength cutoff.

The treatments of the current also differ. The first solves for the distribution; the second assumes a rigidly displaced Fermi disc. At zero temperature the solution $f_1\propto v_x\delta(E_k-E_F)$ is just such a displacement, so they agree.

## Reading the numbers

The model parameters are $m_z=0.9$, $m=0.2$, $g=4$, $\kappa=12$ and $L=15$ Å. The reference densities are $N_s=N_{\rm depl}=4\times10^{-4}$ Å$^{-2}$. The charge formula gives $F=0.00905$ eV/Å, and $V_0\psi^2(0)$ from the self-consistent wave function agrees to the printed digits.

The Fermi momentum is $k_F=\sqrt{\pi(4\times10^{-4})}=0.03545$ Å$^{-1}$. With $q_s=0.126$ Å$^{-1}$ and $H(k_F)=0.808$,
$$\epsilon(k_F)=1+\frac{0.126}{0.03545}(0.808)=3.87.$$
Screening reduces the scattering probability at this momentum transfer by a factor of 15. The angular integral is $J=2249$ Å$^4$, the relaxation time is 856 fs, and the mobility is $7.53\times10^4$ Å$^2$/(V fs), or 7530 cm$^2$/(V s). An explicit sum over final states tests the relaxation rate.

Now change $N_{\rm depl}$ from 2 to $8\times10^{-4}$ Å$^{-2}$ at constant $N_s$. The field rises in the ratio $(8+2)/(2+2)=2.5$. With $\epsilon(q)$ frozen at the reference case, the mobility falls from 169,300 to 27,100 Å$^2$/(V fs), a factor $6.25=2.5^2$. In this test the coupling comes from each wave function and the mobility from a numerical solution of the Boltzmann equation; the exponent between the end points is $-2.000$.

Constant $N_s$ does not by itself freeze the screening. When $H(q)$ is recomputed, the exponent over the same range is $-1.85$. The layer narrows as its mean depth shrinks from 13.4 to 9.2 Å. $H$ is unchanged by a rigid shift, but the smaller width brings the electrons closer together, raises $H$ and strengthens the screening. Part of the increased force is thereby offset.

## When momentum changes too

In general,
$$\frac{d\ln\mu}{d\ln F}=-2-\frac{d\ln J}{d\ln F}.$$
Two strongly screened limits show that the extra term can have either sign. Take $H\simeq1$ and $q\ll q_s$, so that $\epsilon\simeq q_s/q$. For $k_FL\ll1$, $S\simeq2\pi\Delta_{\rm rms}^2L^2$ and
$$J\simeq\frac{2\pi\Delta_{\rm rms}^2L^2}{q_s^2}\,2k_F^2\int_0^{2\pi}(1-\cos\theta)^2d\theta=\frac{12\pi^2\Delta_{\rm rms}^2L^2k_F^2}{q_s^2}.$$
Raising the density then weakens screening at the relevant $q$ and steepens the fall of mobility. For $k_FL\gg1$, $S\simeq2\pi\Delta_{\rm rms}^2/(Lq^3)$ over most angles. Since $1-\cos\theta=q^2/2k_F^2$,
$$J\simeq\frac{\pi\Delta_{\rm rms}^2}{Lq_s^2k_F^2}\int_0^{2\pi}q\,d\theta=\frac{8\pi\Delta_{\rm rms}^2}{Lq_s^2k_F}.$$
The decaying roughness spectrum now wins, and the slope lies above $-2$. At fixed $N_{\rm depl}$, $\mu\propto N_s^{1/2}F^{-2}$ in this limit, so
$$\frac{d\ln\mu}{d\ln N_s}=\frac12-\frac{N_s}{N_{\rm depl}+N_s/2}.$$
In this limit the mobility even rises with density when $N_{\rm depl}>3N_s/2$. The rise needs $L$ well above $1/k_F$, which the layers computed here, with $k_FL<1$, do not have.

The computed gate sweep reaches neither limit: $k_FL$ runs from 0.38 to 0.65, and $2k_F/q_s$ from 0.40 to 0.69, so the screening is only moderately strong. Its overall slope lies between those of the two limiting laws. At $N_{\rm depl}=2\times10^{-4}$ Å$^{-2}$, $N_s$ rises from 2 through 4 to $6\times10^{-4}$ Å$^{-2}$. The mobilities are 328,300, 158,500 and 103,600 Å$^2$/(V fs), while the fields are in the ratio $3:4:5$. The two successive slopes are
$$\frac{\ln(158.5/328.3)}{\ln(4/3)}=-2.5,\qquad\frac{\ln(103.6/158.5)}{\ln(5/4)}=-1.9.$$

Over the full sweep the slope is $-2.26$. Changing the factors in the order spectrum, momentum in the screening, layer shape gives
$$-2+1.38-1.73+0.09=-2.26.$$
The individual contributions depend on this order; their sum does not. Two large effects nearly cancel, so an overall slope near $-2$ does not show that screening and momentum were constant. These slopes belong to zero temperature, one subband and roughness scattering alone. The reference Fermi energy, 0.024 eV, is comparable with $k_BT$ at room temperature, where the electrons are not degenerate, higher subbands are populated and other scattering mechanisms enter a measured mobility, so the values do not carry over to that case. The numerical output below lists the values for each layer.

## Values computed for the example and the checks

```
masses m_z, m (electron masses): 0.9, 0.2
degeneracy, dielectric constant: 4, 12.0
barrier: 3.000 eV
rms height, correlation length: 2.00, 15.00 A
Reference layer
N_s, N_depl: 4.00e-04, 4.00e-04 A^-2
F from charges: 0.009048 eV/A
V0 |psi(0)|^2: 0.009048 eV/A
slope of displaced energy: 0.009048 eV/A
hard wall, psi'^2/(2 m_z): 0.008630 eV/A
hard wall, mean force: 0.008630 eV/A
barrier decay length of psi: 1.223 A
F times rms height: 0.01810 eV
energy shift, barrier in by rms: 0.01740 eV
energy shift, barrier out by rms: -0.01881 eV
full-step matrix element: 0.06091 eV
charge share in barrier: 1.85e-03
Fermi energy: 0.0239 eV
gap to second subband: 0.1033 eV
k_F: 0.03545 A^-1
q_s: 0.12598 A^-1
at q = k_F: H = 0.8078, eps = 3.8708, S = 3892.4 A^4
at q = 2 k_F: H = 0.6699, eps = 2.1903, S = 1817.8 A^4
J: 2248.64 A^4
relaxation time, formula: 856.0 fs
relaxation time, state sum: 855.9 fs
mobility, formula: 75279.4 A^2/(V fs)
the same: 7528 cm^2/(V s)
Back bias at fixed N_s; mobilities in A^2/(V fs)
N_depl (A^-2), F (eV/A), mean z (A), mu fixed eps, mu updated eps
2.0e-04  0.006032  13.35  169344.1  158512.3
4.0e-04  0.009048  11.27  75264.4  75264.4
8.0e-04  0.015079  9.17  27095.4  28974.8
exponent, fixed screening: -2.0000
exponent, updated screening: -1.8547
Gate sweep at fixed N_depl = 2.0e-04 A^-2
N_s (A^-2), F (eV/A), k_F (A^-1), mu (A^2/(V fs))
2.0e-04  0.004524  0.02507  328349.7
4.0e-04  0.006032  0.03545  158512.3
6.0e-04  0.007540  0.04342  103626.6
exponent, gate sweep: -2.2577
part from roughness spectrum: +1.3800
part from momentum in screening: -1.7268
part from layer shape: +0.0891
```
